# Bir–Pikus valence shifts under biaxial (001) strain with split-off coupling

A first-order estimate says that biaxial strain splits the top of the valence band of a cubic semiconductor in proportion to the strain, with the same magnitude for tension and compression. Take a model crystal with a spin-orbit splitting of 300 meV and the deformation potentials and elastic ratio given in the worked example below. At 2 % in-plane strain the estimate gives 152 meV for either sign. Diagonalizing the six states at the top of the valence band together gives 109 meV in compression and 181 meV in tension. The estimate fails because it treats the light-hole states as isolated, whereas the strain that shifts them also mixes them with the split-off states below.

To find the correct levels, consider a zinc-blende or diamond crystal at wave vector $\mathbf k=0$. Without spin, the top of the valence band is a triplet of states $X,Y,Z$ that transform like the coordinates $x,y,z$ along the cube axes under the tetrahedral rotations and mirrors about an atom, the only operations used below. (A diamond crystal also has inversion, under which these states are even, like $yz,zx,xy$; the names $X,Y,Z$ refer to the tetrahedral operations.) Let $e_{ij}$ be the symmetric strain tensor, positive on the diagonal for stretching. If positions are expressed in coordinates that deform with the lattice, the strained crystal keeps its original period, and its Hamiltonian can be expanded in powers of the strain. We keep the first power and work within the triplet. Coupling to other bands through strain then enters the energies at second order in strain, divided by the distance to those bands, and is neglected.

Symmetry fixes the form of the strain matrix. A twofold rotation about $z$ reverses $X$ and $Y$ and keeps $Z$; it reverses $e_{xz}$ and $e_{yz}$ and keeps the other strain components. The rotations about $x$ and $y$ act correspondingly. The element $\langle X|H|X\rangle$ is unchanged by all three rotations, so it can contain only $e_{xx},e_{yy},e_{zz}$. The element $\langle X|H|Y\rangle$ is reversed by the rotations about $x$ and $y$ and kept by the one about $z$. Among the strain components, $e_{xy}$ alone behaves in this way. The mirror that exchanges $y$ and $z$ makes the coefficients of $e_{yy}$ and $e_{zz}$ in $\langle X|H|X\rangle$ equal, and the threefold rotations carry the same constants over to the other axes. Hence

$$
\langle X|H|X\rangle=l\,e_{xx}+m\,(e_{yy}+e_{zz}),\qquad
\langle X|H|Y\rangle=n\,e_{xy},
$$

and cyclically. The mirror exchanging $x$ and $y$ gives $\langle Y|H|X\rangle=n\,e_{xy}$ as well, so Hermiticity makes $n$ real.

It is useful to separate the effect of a volume change from that of a change of shape. Define

$$
a_v=\frac{l+2m}{3},\qquad b=\frac{l-m}{3},
\qquad\text{so that}\qquad l=a_v+2b,\quad m=a_v-b .
$$

Energies here are electron energies, so a positive shift moves a valence level upwards. Some conventions reverse the sign of $a_v$, which must be checked before a tabulated value is inserted.

Now let the crystal be a film grown on a (001) substrate that imposes the same strain $e$ along $x$ and $y$, without shear. The constant $n$ then drops out. The upper surface is free, so the film relaxes along $z$. For a cubic crystal the elastic energy per volume with these strains is

$$
U=\tfrac12 C_{11}\left(2e^2+e_{zz}^2\right)+C_{12}\left(e^2+2e\,e_{zz}\right).
$$

At fixed $e$ the minimum follows from

$$
\frac{\partial U}{\partial e_{zz}}=C_{11}e_{zz}+2C_{12}e=0
\quad\Longrightarrow\quad
e_{zz}=-\frac{2C_{12}}{C_{11}}\,e .
$$

For positive $C_{12}$, a film compressed in its plane expands along the normal. Inserting the strains into the matrix elements gives, for $X$ and equally for $Y$,

$$
l e+m(e+e_{zz})=a_v(2e+e_{zz})+b\,(2e-e-e_{zz})=P+S,
$$

and for $Z$,

$$
l e_{zz}+2me=a_v(2e+e_{zz})+2b\,(e_{zz}-e)=P-2S,
$$

with the two strain energies

$$
P=a_v(2e+e_{zz}),\qquad
S=b\,(e-e_{zz})=b\left(1+\frac{2C_{12}}{C_{11}}\right)e .
$$

$P$ moves all three orbitals together. $S$ separates them without moving their average, since $2S-2S=0$. We take $b<0$, the usual sign for these crystals. Then $S>0$ in compression, which puts $X$ and $Y$ above $Z$, and $S<0$ in tension, which reverses that order.

Spin adds the spin-orbit interaction. Within the triplet we write it with the angular momentum matrices $\mathbf L$ of $L=1$, in units of $\hbar$, and the Pauli matrices $\boldsymbol\sigma$. Its strength is taken to be independent of strain. Since the spin is $\boldsymbol\sigma/2$ and $\mathbf J=\mathbf L+\boldsymbol\sigma/2$,

$$
\mathbf L\cdot\boldsymbol\sigma=J(J+1)-L(L+1)-\tfrac34=J(J+1)-\tfrac{11}{4},
$$

which equals $1$ for $J=3/2$ and $-2$ for $J=1/2$. The operator $(\Delta/3)(\mathbf L\cdot\boldsymbol\sigma-1)$ therefore puts the four $J=3/2$ states at zero and the two $J=1/2$ states at $-\Delta$, with $\Delta>0$. The zero of energy is thus the valence top of the unstrained crystal.

The orbital shifts can be written as an operator too. The combinations $X\pm iY$ have $L_z=\pm1$, and $Z$ has $L_z=0$, so the full Hamiltonian is

$$
H=P-2S+3S\,L_z^2+\frac{\Delta}{3}\left(\mathbf L\cdot\boldsymbol\sigma-1\right).
$$

Both $L_z^2$ and $\mathbf L\cdot\boldsymbol\sigma$ commute with $J_z$. The strained crystal no longer conserves $J$, but within this model it conserves $J_z$, and states with different eigenvalues $m_J$ do not mix.

There is one state with $m_J=3/2$, namely

$$
|h\rangle=-\frac{1}{\sqrt2}(X+iY)\uparrow .
$$

It has $L_z^2=1$ and $J=3/2$, so its energy is

$$
E_{HH}=P+S .
$$

This is the heavy-hole level. It is linear in strain because it has no partner to mix with.

Two states have $m_J=1/2$. The first follows by applying the lowering operator $J_-$ to $|h\rangle$. Acting on the orbital part, it turns the $L_z=1$ state $-(X+iY)/\sqrt2$ into $\sqrt2\,Z$; acting on the spin, it turns $\uparrow$ into $\downarrow$. The result is $\sqrt3$ times the normalized state. The second state is the orthogonal combination:

$$
|l\rangle=\sqrt{\tfrac23}\,Z\uparrow-\frac{1}{\sqrt6}(X+iY)\downarrow,
\qquad
|s\rangle=\frac{1}{\sqrt3}\,Z\uparrow+\frac{1}{\sqrt3}(X+iY)\downarrow .
$$

Since $X+iY$ has squared norm 2, the light-hole state $|l\rangle$ is two thirds $Z$ and one third in-plane orbital, while the split-off state $|s\rangle$ has these weights interchanged. Measured from $P$, their strain shifts are

$$
\tfrac23(-2S)+\tfrac13 S=-S,\qquad
\tfrac13(-2S)+\tfrac23 S=0 .
$$

The strain also connects them. The $Z$ parts contribute $\sqrt{2/3}\,\sqrt{1/3}\,(-2S)$. The in-plane parts contribute $-(1/\sqrt6)(1/\sqrt3)\cdot 2\cdot S$, where the factor 2 is the squared norm of $X+iY$. Together,

$$
\langle l|H|s\rangle=-\frac{2\sqrt2}{3}S-\frac{\sqrt2}{3}S=-\sqrt2\,S .
$$

The overall sign depends on the phase chosen for $|s\rangle$ and does not affect the energies. This element is as large as the first-order shifts themselves, so it can be ignored only when $|S|$ is small compared with $\Delta$.

With the split-off energy $-\Delta$ included, the matrix in the basis $|l\rangle,|s\rangle$ is

$$
P+\begin{pmatrix}-S&-\sqrt2\,S\\-\sqrt2\,S&-\Delta\end{pmatrix}.
$$

Its eigenvalues $P+\lambda$ satisfy

$$
(-S-\lambda)(-\Delta-\lambda)-2S^2
=\lambda^2+(S+\Delta)\lambda+S\Delta-2S^2=0 .
$$

The discriminant is $(S+\Delta)^2-4S\Delta+8S^2=\Delta^2-2\Delta S+9S^2$. Calling its positive square root $R$, we obtain

$$
E_{LH}=P-\frac{S+\Delta}{2}+\frac R2,\qquad
E_{SO}=P-\frac{S+\Delta}{2}-\frac R2,
$$

$$
R=\sqrt{\Delta^2-2\Delta S+9S^2}.
$$

At $S=0$ we have $R=\Delta$, so the upper root joins the unstrained valence top and the lower one joins $-\Delta$. Because $R^2=(\Delta-S)^2+8S^2$ cannot vanish for $\Delta>0$, the two roots never meet, and the names can be followed continuously to any strain. They label levels at $\mathbf k=0$ and make no statement about masses in the strained crystal. Time reversal gives the states with negative $m_J$ the same energies, so each level is doubly degenerate.

The splitting of the valence top, counted positive when the heavy hole is higher, is

$$
\delta=E_{HH}-E_{LH}=\frac{3S+\Delta-R}{2}.
$$

The volume term $P$ has cancelled. To see how the linear estimate arises, set $x=S/\Delta$ and write $R/\Delta=\sqrt{1+u}$ with $u=-2x+9x^2$. Through third order in $x$, $u^2=4x^2-36x^3$ and $u^3=-8x^3$. The expansion $\sqrt{1+u}=1+u/2-u^2/8+u^3/16+\dots$ then gives

$$
\frac R\Delta=1-x+\left(\frac92-\frac12\right)x^2+\left(\frac92-\frac12\right)x^3+\dots
=1-x+4x^2+4x^3+\dots
$$

and therefore

$$
\delta=2S-\frac{2S^2}{\Delta}-\frac{2S^3}{\Delta^2}+\dots
$$

The first term is the estimate quoted at the start. The second has a direct meaning: two levels a distance $\Delta$ apart, coupled by $\sqrt2\,S$, repel each other by $(\sqrt2\,S)^2/\Delta=2S^2/\Delta$. The split-off level lies below, so it pushes the light hole upwards whatever the sign of the strain. In compression the light hole lies below the heavy hole, and the push narrows the gap. In tension it lies above, and the same push widens the gap. This is the origin of the asymmetry at leading order.

The third term comes from the change in the distance between the two levels. Their diagonal energies differ by $\Delta-S$, and replacing $\Delta$ by this distance in the repulsion gives

$$
\frac{2S^2}{\Delta-S}=\frac{2S^2}{\Delta}+\frac{2S^3}{\Delta^2}+\dots
$$

The asymmetry does not depend on the expansion. Differentiating $R^2$ gives $R'=(9S-\Delta)/R$, where the prime means $d/dS$, and a second differentiation gives

$$
R''=\frac{9R^2-(9S-\Delta)^2}{R^3}=\frac{8\Delta^2}{R^3}>0 .
$$

The same numerator shows that $R'^2=9-8\Delta^2/R^2<9$. Hence $\delta'=(3-R')/2>0$: the splitting rises steadily with $S$ and vanishes at $S=0$ alone, so within this model the two levels change order there and nowhere else. For $S>0$, the strict convexity of $R$ means $R(S)+R(-S)>2R(0)=2\Delta$, and

$$
\delta(S)+\delta(-S)=\Delta-\frac{R(S)+R(-S)}{2}<0 .
$$

Since $\delta(-S)$ is negative and $\delta(S)$ positive, $|\delta(-S)|>\delta(S)$. With $b<0$, tension splits the levels more than compression of equal size.

When $|S|$ is much larger than $\Delta$, the square root becomes $R\approx 3|S|-\Delta/3$ for $S>0$ and $R\approx3|S|+\Delta/3$ for $S<0$. The splitting then tends to

$$
\delta\to\frac{2\Delta}{3}\quad(S\to+\infty),\qquad
\delta\to 3S+\frac{\Delta}{3}\quad(S\to-\infty).
$$

In strong compression both upper levels consist of $X$ and $Y$, which strain moves equally. What separates them is the spin-orbit term $(\Delta/3)L_z\sigma_z$, equal to $+\Delta/3$ when orbital and spin moments are parallel and $-\Delta/3$ when they are opposed. The splitting therefore saturates. In strong tension the upper level is a pure $Z$ orbital, whose distance from $X$ and $Y$ grows as $3|S|$ without limit. These limits can describe a real crystal only if $\Delta$ is small enough for $|S|\gg\Delta$ to be reached while the strain itself remains small.

The change of orbital character can be followed at every strain. Let $w$ be the weight of $Z$ in the light-hole level. At fixed $P$, the derivative of an eigenvalue with respect to $S$ is the expectation value of $\partial H/\partial S$, which is $1$ for an in-plane orbital and $-2$ for $Z$. Thus

$$
\frac{\partial E_{LH}}{\partial S}=(1-w)-2w=1-3w .
$$

The formula for $E_{LH}$ gives $-\tfrac12+R'/2$ for the same derivative, so

$$
w=\frac12-\frac{9S-\Delta}{6R}.
$$

At zero strain this is $1/2+1/6=2/3$, as it should be. Because $R'$ rises from $-3$ to $3$, $w$ falls towards 0 in compression and rises towards 1 in tension.

For a worked example, take an unnamed model semiconductor with $\Delta=0.30$ eV, $a_v=1.0$ eV, $b=-2.0$ eV and $C_{12}/C_{11}=0.45$, so that $e_{zz}=-0.9\,e$. At 2 % compression, $e=-0.020$ and $e_{zz}=+0.018$. The strain energies are

$$
P=1.0\,(-0.040+0.018)\ \text{eV}=-22\ \text{meV},
$$

$$
S=-2.0\,(-0.020-0.018)\ \text{eV}=76\ \text{meV}.
$$

In meV, the square root and the levels are

$$
R=\sqrt{300^2-2\cdot300\cdot76+9\cdot76^2}=310.5,
$$

$$
E_{HH}=-22+76=54,\qquad
E_{LH}=-22-188+155.2=-54.8,
$$

and $E_{SO}=-22-188-155.2=-365.2$. The splitting is $\delta=108.8$ meV. The linear value $2S=152$ meV is too large by 40 % of this result. The $Z$ weight of the light hole has fallen from 0.67 to 0.29.

At 2 % tension the signs of $P$ and $S$ reverse, and the term $-2\Delta S$ now increases the root to $R=433.1$ meV. In meV,

$$
E_{HH}=22-76=-54,\qquad
E_{LH}=22-112+216.6=126.6,
$$

so $\delta=-180.6$ meV, and the linear estimate is too small in magnitude by 16 % of the result. The $Z$ weight is 0.88. The heavy-hole level has merely changed sign between the two cases. The asymmetry comes entirely from the light hole, which moves by $-54.8$ meV in one case and $+126.6$ meV in the other.

At 1 % strain the splittings are 65.4 meV in compression and 84.3 meV in tension, against a linear value of 76 meV. The ratio of tensile to compressive splitting is 1.29 at 1 % and 1.66 at 2 %. Including the repulsion $2S^2/\Delta$, which is 38.5 meV at 2 %, changes the estimates there to 113.5 and 190.5 meV. Both are still somewhat too large in magnitude, as the sign of the cubic term leads one to expect: $-2S^3/\Delta^2$ opposes $2S$ for either sign of $S$.

The quantity that controls the nonlinearity is $S/\Delta$, and a small strain does not guarantee that it is small. A tight-binding crystal, with p orbitals on both atoms and bond vectors that are strained explicitly, shows this and also tests the formulas outside the six-state model. Its own response to small strains without spin gives $a_v=1.00$ eV and $b=-2.39$ eV, and its unstrained levels give $\Delta=10.5$ meV. At a strain of only 0.1 %, its computed splittings are 4.99 meV in compression and $-11.41$ meV in tension. The formula gives 4.98 and $-11.43$ meV, while $2S$ has magnitude 9.07 meV for both. The small remaining differences, 0.006 meV in compression and 0.024 meV in tension, have two sources that the formula leaves out. One is the shift of the orbital levels at second order in strain. The other is of first order: the two atoms have different spin-orbit strengths, and strain changes how each orbital is shared between them, so the effective spin-orbit coupling changes with strain. In tension the second-order shift amounts to 0.025 meV and the spin-orbit change offsets about 0.0015 meV of it; in compression the two add, about 0.004 and 0.002 meV. The numerical check also compares the closed formulas with direct diagonalization of the six-state Hamiltonian.

The result holds at $\mathbf k=0$ for a homogeneous film whose strain is small enough for a linear strain Hamiltonian. Shear strain brings in the constant $n$ and can mix the heavy hole with the other states. In a quantum well, confinement adds its own splitting of heavy and light holes. If it is represented by a term $Q\,(3L_z^2-2)$ of the same form as the strain term, the splitting becomes $\delta(S+Q)$, which is close to $\delta(S)+2Q$ when $S$ and $Q$ are both small compared with $\Delta$; otherwise the term must enter the Hamiltonian before diagonalization. If the spin-orbit coupling changes with strain, symmetry allows a term $\eta\,(3L_z\sigma_z-\mathbf L\cdot\boldsymbol\sigma)$ with $\eta$ proportional to $e-e_{zz}$. Since $L_z\sigma_z$ has expectation value $1$ in $|h\rangle$ and $-\tfrac13$ in $|l\rangle$, this term shifts them by $+2\eta$ and $-2\eta$. It therefore changes the splitting by $4\eta$ already at first order in strain, and it also alters the coupling between $|l\rangle$ and $|s\rangle$. Symmetry also allows a term in $\mathbf L\cdot\boldsymbol\sigma$ proportional to $2e+e_{zz}$; it shifts $|h\rangle$ and $|l\rangle$ equally and affects the splitting through the changed value of $\Delta$. Coupling to other bands adds terms of second order in strain beside $2S^2/\Delta$. For couplings of similar size these are unimportant when $\Delta$ is much smaller than the distance to those bands, and they need separate attention when it is not.

## Values computed for the example and the checks

```
MODEL PARAMETERS
spin-orbit splitting D = 0.30 eV
a_v = 1.00 eV, b = -2.00 eV, C12/C11 = 0.45
e_zz/e from energy minimization = -0.9000
WORKED EXAMPLE (energies in meV)
e = -2 %: e_zz = +1.80 %, P = -22.00, S = +76.00, R = 310.46
   HH = +54.00, LH = -54.77, SO = -365.23
   HH-LH = +108.77, first order 2S = +152.00, second order = +113.49
   LH repulsion shift 2S^2/D = 38.51, Z weight of LH = 0.2939
e = -1 %: e_zz = +0.90 %, P = -11.00, S = +38.00, R = 283.19
   HH = +27.00, LH = -38.41, SO = -321.59
   HH-LH = +65.41, first order 2S = +76.00, second order = +66.37
   LH repulsion shift 2S^2/D = 9.63, Z weight of LH = 0.4753
e = +1 %: e_zz = -0.90 %, P = +11.00, S = -38.00, R = 354.68
   HH = -27.00, LH = +57.34, SO = -297.34
   HH-LH = -84.34, first order 2S = -76.00, second order = -85.63
   LH repulsion shift 2S^2/D = 9.63, Z weight of LH = 0.8017
e = +2 %: e_zz = -1.80 %, P = +22.00, S = -76.00, R = 433.11
   HH = -54.00, LH = +126.55, SO = -306.55
   HH-LH = -180.55, first order 2S = -152.00, second order = -190.51
   LH repulsion shift 2S^2/D = 38.51, Z weight of LH = 0.8787
|splitting| tension/compression at 1 % = 1.289
|splitting| tension/compression at 2 % = 1.660
compression limit 2D/3 = 200.0 meV
GENERAL CHECKS
series coefficient of S^2/D: -1.9998
series coefficient of S^3/D^2: -1.9990
splitting/D at S = 1000 D: 0.6666
(splitting - 3S)/D at S = -1000 D: 0.3333
largest level error, six-state matrix: 1.8e-15 eV
TIGHT-BINDING CRYSTAL
a_v = 1.001 eV, b = -2.387 eV, D = 10.500 meV
e = -0.1 %: HH-LH computed +4.986, formula +4.979, 2S +9.070 meV
e = +0.1 %: HH-LH computed -11.410, formula -11.434, 2S -9.070 meV
```
